# Optimal linear mixing for dielectric eigenvalues between 1 and 5

## Question

I am computing the electronic response of an oxide film for a gate stack, with the nuclei fixed. My self-consistency loop uses plain linear mixing: the next input density is the old input plus a fraction $\alpha$ of the difference between output and input.

An exercise says that the eigenvalues of the dielectric matrix span 1 to 5. It asks me to show that the best $\alpha$ is one third and that "the worst error shrinks by two thirds per iteration".

I don't see how the dielectric matrix enters a density iteration, or why one number should suit all error patterns. My error after two iterations is also about 0.44 of the initial one. If two thirds were removed each time, it should be $1/9$. Is my loop wrong? And may I keep $\alpha=1/3$ when I add the metal gate?

## Answer

Your result is what a correct loop can give, and the exercise's wording is loose. The error shrinks **to** two thirds of its previous size, so one third is removed per iteration, and $(2/3)^2=0.444$. The value of $\alpha$ belongs to the eigenvalue range, and a metal gate changes that range.

### From the loop to the dielectric matrix

Let $F(n)$ be the output density produced by the input density $n$, and let $n_*=F(n_*)$ be the self-consistent density. Write $n=n_*+e$, where the error $e$ is small and contains no net charge. I first take the Hartree interaction $v$ alone, with $e$ as a vector on a grid and $v$ as a matrix.

The error changes the electrons' potential energy by $\delta V=ve$. If $\chi_0$ is the density response of independent electrons, then to first order

$$F(n_*+e)=n_*+\chi_0 v e .$$

Subtracting the input $n_*+e$ gives the residual

$$F(n)-n=\chi_0ve-e=-Ee,\qquad E=1-\chi_0v .$$

One mixing step, $n\leftarrow n+\alpha[F(n)-n]$, therefore gives

$$e\leftarrow(1-\alpha E)e .$$

The dielectric matrix acting on potentials is $\epsilon=1-v\chi_0$. Since $v$ and $\chi_0$ are symmetric, $E=\epsilon^T$, and the two have the same eigenvalues.

### Why the eigenvalues are real and at least 1

Take an insulator with doubly occupied real orbitals $\psi_i$ and empty orbitals $\psi_c$. First-order perturbation theory gives

$$\delta\psi_i=\sum_c\psi_c\frac{\langle c|\delta V|i\rangle}{E_i-E_c}.$$

Mixing among the occupied orbitals is omitted because it cancels in the density. From $n=2\sum_i\psi_i^2$ we get $\delta n=4\sum_i\psi_i\,\delta\psi_i$, one factor 2 coming from spin and one from differentiating the square. For any real potential $f$,

$$f^T\chi_0f=4\sum_{i,c}\frac{|\langle c|f|i\rangle|^2}{E_i-E_c}\le0,$$

because $E_i<E_c$ (a constant grid factor is absorbed in the matrix notation).

For errors without net charge $v$ is positive, so we may set $y=v^{1/2}e$. Then $y\leftarrow(1-\alpha S)y$ with

$$S=v^{1/2}Ev^{-1/2}=1-v^{1/2}\chi_0v^{1/2}.$$

This matrix is symmetric, so its eigenvalues $\lambda_j$ are real and its eigenvectors can be chosen orthonormal. Moreover

$$y^TSy=y^Ty-(v^{1/2}y)^T\chi_0(v^{1/2}y)\ge y^Ty,$$

so $\lambda_j\ge1$. The length of $y$ is the Coulomb norm of the density error, $\|e\|^2=e^Tve$, which is twice its electrostatic self-energy.

### The best mixing factor

Expand the initial $y$ in eigenvectors of $S$ with coefficients $c_j$. After $k$ steps,

$$\|e_k\|^2=\sum_j(1-\alpha\lambda_j)^{2k}c_j^2\le M^{2k}\|e_0\|^2,\qquad M=\max_j|1-\alpha\lambda_j| .$$

The bound is reached when the error lies entirely in the worst mode. The function $|1-\alpha\lambda|$ is convex in $\lambda$, so its maximum over $[1,5]$ lies at an end. Taking "span" to mean that both ends are eigenvalues,

$$M(\alpha)=\max\big(|1-\alpha|,\,|5\alpha-1|\big).$$

Now combine the two ends so that $\alpha$ cancels:

$$5(1-\alpha)+(5\alpha-1)=4 .$$

A number never exceeds its absolute value, so

$$4\le5|1-\alpha|+|5\alpha-1|\le5M+M=6M .$$

Hence $M\ge2/3$ for every real $\alpha$. Equality requires both absolute values to equal $M=2/3$ and both quantities to be non-negative:

$$1-\alpha=\tfrac23,\qquad5\alpha-1=\tfrac23 .$$

Both equations give $\alpha=1/3$, which is therefore the unique optimum.

The two limiting modes behave differently. The $\lambda=1$ mode is multiplied by $+2/3$: it is corrected too little. The $\lambda=5$ mode is multiplied by $1-5/3=-2/3$: it is overcorrected and changes sign each time. A larger $\alpha$ helps the first and harms the second.

For a general range $[a,b]$ with $0<a<b$, the same argument reads

$$b(1-\alpha a)+a(\alpha b-1)=b-a\le(a+b)M,$$

with equality when $1-\alpha a=\alpha b-1$. Thus

$$\alpha_{\rm opt}=\frac{2}{a+b},\qquad M_{\rm opt}=\frac{b-a}{b+a}.$$

Convergence of all modes needs $|1-\alpha\lambda|<1$, or $0<\alpha<2/b$, which is $0<\alpha<0.4$ here. If $b\gg a$, then $M_{\rm opt}\approx1-2a/b$, and the number of steps grows in proportion to $b/a$.

### A worked case

Consider a planar model: a periodic cell of length 2.0 nm with four wells, potential amplitude 6.0 eV, and two electrons per well. Electrons move only along the cell; their lateral motion is frozen. The gap is then 5.66 eV, whereas with free lateral motion the same filling would be metallic. Choosing a lateral area of 0.0577 nm² per row of wells puts the largest eigenvalue at 5. The smallest is not adjusted: on the 80-point grid used here it exceeds 1 by less than $10^{-4}$, and it approaches 1 as the grid is refined.

I started the full nonlinear loop with equal Coulomb-norm amounts of the two end modes, the $\lambda=5$ part having a potential error of at most 10 meV. At $\alpha=1/3$ the first step multiplied the two parts by $+0.6667$ and $-0.6667$. After ten steps the relative error was 0.0173, as $(2/3)^{10}$ gives. To reach $10^{-4}$ one needs

$$k\ge\frac{\ln10^{-4}}{\ln(2/3)}=22.7,$$

hence 23 steps, which is also what the loop took. Other values of $\alpha$, with the same starting error, gave these factors at the sixteenth step, while the error is still small:

| $\alpha$ | Factor per step | Limiting mode |
|---|---:|---|
| 0.20 | $1-0.20=0.80$ | $\lambda=1$ |
| 0.30 | $1-0.30=0.70$ | $\lambda=1$ |
| 0.38 | $5(0.38)-1=0.90$ | $\lambda=5$ |
| 0.42 | $5(0.42)-1=1.10$ | $\lambda=5$, growing |

The derivation assumes small errors. At $\alpha=0.42$ the factor 1.10 holds only until the error becomes large: in this model the growth stops at a potential swing of a few volts, and the loop does not converge. For the $\lambda=5$ mode enlarged to a peak-to-peak potential swing of 1 V, the first factor was still 0.667 in this model. That does not guarantee convergence from an arbitrary starting density.

If your code reports the root-mean-square density error, it need not shrink to $2/3$ of its previous value at every step. That norm is not the length of $y$, and its largest possible one-step factor here is 2.67, so it can rise at first. On a finite grid the two norms differ by at most fixed factors, so the long-run bound still decays as $(2/3)^k$.

### Which dielectric constant sets the range?

The largest eigenvalue is not in general the macroscopic constant. For a normalized wave $u$ of wave number $q$, with overlaps $d_j$ on the eigenvectors of $S$,

$$\frac1{\epsilon_M(q)}=[\epsilon^{-1}]_{qq}=u^TS^{-1}u=\sum_j\frac{d_j^2}{\lambda_j},\qquad\sum_jd_j^2=1 .$$

The second equality holds because $v$ is diagonal in $q$, so the factors $v^{\pm1/2}$ cancel in the diagonal element. Thus $\epsilon_M$ is a weighted harmonic mean of the eigenvalues and cannot exceed the largest. In the model it is 1.97 at a wavelength of 2 nm, although $\lambda_{\max}=5$.

The static permittivity is a different quantity again, since it includes ionic motion, which is absent while the nuclei are fixed. Taking a static value of 20 for $b$ gives $\alpha=2/21=0.095$. With the actual electronic range still 1 to 5, this converges, but the worst factor is $1-0.095=0.905$ and $10^{-4}$ takes 93 steps.

### Real oxides and the metal gate

Hafnium dioxide, a high-k gate oxide, has roughly a gap of 5 to 6 eV, an electronic constant of 4 to 5 and a static permittivity near 20. The model's gap is similar in size, but with its lateral motion frozen the model does not represent this oxide, and its macroscopic electronic constant of about 2 is well below the oxide's. By the harmonic-mean result, a Hartree-response constant of 4 to 5 at a wave number the cell allows requires a largest eigenvalue at least that big, so a real oxide in a long cell may exceed the exercise's upper limit. A periodic loop meets only the wave numbers of its own cell, so the range depends on the cell: in the model, errors that repeat from well to well have a largest eigenvalue of 2.86, the four-well cell gives 5.00, and a sixteen-well cell gives 5.04. Use its own range in $2/(a+b)$.

A density-functional loop also contains exchange and correlation. Adding local exchange to the model, with the self-consistent orbitals and area held fixed, changes the range to 0.952–4.49. Then

$$\alpha_{\rm opt}=\frac{2}{0.952+4.493}=0.367,\qquad M_{\rm opt}=0.650 .$$

Here $M_{\rm opt}$ is the long-run rate, since the Coulomb-norm bound was derived for $v$ alone. Keeping $\alpha=1/3$ would give $1-0.952/3=0.68$, a small loss. Correlation is not included in these figures.

The metal gate matters far more. As a separate estimate, fill the whole 2 nm cell with a free-electron metal of density $n=50$ nm⁻³ and Fermi energy $E_F=4.95$ eV. At long wavelength $-\chi_0$ tends to the density of states at the Fermi level, $3n/(2E_F)$, and $v(q)=e^2/(\varepsilon_0q^2)$. Therefore

$$\lambda(q)=1+\frac{k_{TF}^2}{q^2},\qquad k_{TF}^2=\frac{e^2}{\varepsilon_0}\frac{3n}{2E_F}.$$

With $k_{TF}=16.6$ nm⁻¹ and the smallest allowed $q=2\pi/L=3.14$ nm⁻¹, this gives $\lambda=28.8$. The full free-electron (Lindhard) response gives 28.6, so the long-wavelength approximation is adequate here.

At $\alpha=1/3$ this mode is multiplied by $1-28.8/3\approx-8.6$: charge sloshes back and forth with growing amplitude. For a range from 1 to 28.8 the best constant factor is $\alpha=0.067$, with $M=0.933$ and 133 steps to reach $10^{-4}$. Because $q=2\pi/L$, the excess $\lambda-1$ grows as $L^2$ in this all-metal cell; for a metal layer of fixed thickness, lengthening the cell does not give this growth.

A metal–oxide stack is neither of these two cells, and its largest eigenvalue must be found for the stack itself. So do not carry $\alpha=1/3$ over from the oxide: it converges only if the stack's largest eigenvalue is below $2/\alpha=6$. The numerical output below gives the remaining digits.

## Numbers as computed

```
cell length: 2.0 nm; wells: 4; grid points: 80
well potential amplitude: 6.0 eV
gap of the model: 5.657 eV
kT at 400 K: 0.0345 eV
area per row of wells: 0.05773 nm^2
mean electron density: 69.3 nm^-3
smallest dielectric eigenvalue: 1.000025
largest dielectric eigenvalue: 5.000000
macroscopic electronic constant at 2 nm wavelength: 1.973
numerical best mixing factor: 0.33333
numerical best worst-case factor: 0.66666
worst-case factor at alpha 1/3: 0.666667
first-step factor, smallest-eigenvalue mode: +0.66666
first-step factor, largest-eigenvalue mode: -0.66667
step 1: relative error, loop 6.6666e-01, (2/3)^k 6.6667e-01
step 2: relative error, loop 4.4444e-01, (2/3)^k 4.4444e-01
step 5: relative error, loop 1.3168e-01, (2/3)^k 1.3169e-01
step 10: relative error, loop 1.7340e-02, (2/3)^k 1.7342e-02
step 20: relative error, loop 3.0069e-04, (2/3)^k 3.0073e-04
steps to reduce error to 1e-4: loop 23, formula 23
alpha 0.20: factor per step, loop 0.8000, formula 0.8000
alpha 0.30: factor per step, loop 0.7000, formula 0.7000
alpha 0.38: factor per step, loop 0.9000, formula 0.9000
alpha 0.42: factor per step, loop 1.1000, formula 1.1000
worst one-step factor in root-mean-square norm: 2.674
first-step factor for 1 V potential swing: 0.6665
assumed static permittivity with ions: 20
mixing factor chosen from it: 0.0952
resulting worst factor: 0.9048; steps to 1e-4: 93
with local exchange, smallest eigenvalue: 0.9523
with local exchange, largest eigenvalue: 4.4931
with local exchange, best alpha: 0.3673; factor: 0.6502
gate-metal electron density: 50 nm^-3
gate-metal Fermi energy: 4.949 eV
gate-metal screening wave number: 16.56 nm^-1
metal-filled cell, largest eigenvalue, Thomas-Fermi: 28.78
metal-filled cell, largest eigenvalue, Lindhard: 28.61
metal-filled cell, best alpha: 0.0671; factor: 0.9329
metal-filled cell, steps to 1e-4: 133
metal-filled cell, error growth per step at alpha 1/3: 8.59
```
